# Zeeman Hamiltonian and Dirac 1S spinor for the bound-electron g factor: a program that tests the result

```python
# Breit g factor of the Dirac 1S state (Hartree atomic units, c = 1/alpha, mu_B = 1/2).
# H = c alpha.(p + A) + beta c^2 - Z/r, A = B x r / 2.  Claim: first-order shift g mu_B B m,
#   g = (8c/3) I = (2/3)(1 + 2 gamma) = 2 - (2/3)(Z al)^2 - (1/6)(Z al)^4 - ...,
#   gamma = sqrt(1-(Z al)^2), I = int r P F dr, psi = (P chi, i F sigma_n chi)/(r sqrt(4 pi)),
#   P ~ r^gamma exp(-Z r), F = a P, a = Z al/(1+gamma), E = gamma c^2.
# For any central potential g = (2/3)(1 + 2<beta>) ~ 2 - (4/3) al^2 <T>.
import numpy as np, sympy as sp
from scipy import constants as sc
from scipy.special import roots_genlaguerre, eval_genlaguerre, gammaln, lpmv, factorial
from scipy.integrate import quad

al = sc.fine_structure; c = 1/al
pc = sc.physical_constants
B_unit = sc.hbar/(sc.e*pc['Bohr radius'][0]**2)
Eh_GHz = pc['hartree-hertz relationship'][0]/1e9
assert abs(pc['Bohr magneton'][0]*B_unit/pc['Hartree energy'][0] - 0.5) < 1e-8
gam = lambda Z, k=1: np.sqrt(k*k - (Z*al)**2)
g_breit = lambda Z: 2/3*(1 + 2*gam(Z))
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
O2 = np.zeros((2, 2))
alpha4 = np.array([np.block([[O2, s], [s, O2]]) for s in sig])
beta4 = np.diag([1., 1, -1, -1])

# ---- closed-form spinor: Dirac equation by finite differences, and its current
def psi(rv, Z, chi):
    r = np.linalg.norm(rv); a = Z*al/(1 + gam(Z))
    sn = np.tensordot(rv/r, sig, 1)
    return r**(gam(Z) - 1)*np.exp(-Z*r)*np.concatenate([chi, 1j*a*sn@chi])

Z = 50; chi = np.array([0.6, 0.8*np.exp(0.7j)]); h = 1e-4/Z
for pt in ([0.3, -0.2, 0.4], [-1.1, 0.7, 0.5], [0.2, 1.5, -0.9]):
    rv = np.array(pt)/Z; r = np.linalg.norm(rv); p0 = psi(rv, Z, chi)
    Hp = (c*c*beta4 - Z/r*np.eye(4))@p0
    for k in range(3):
        e = np.eye(3)[k]*h
        d = (8*(psi(rv+e, Z, chi) - psi(rv-e, Z, chi))
             - psi(rv+2*e, Z, chi) + psi(rv-2*e, Z, chi))/(12*h)
        Hp = Hp - 1j*c*alpha4[k]@d
    assert np.linalg.norm(Hp - gam(Z)*c*c*p0) < 1e-7*Z*Z*np.linalg.norm(p0)
    cur = np.array([p0.conj()@A@p0 for A in alpha4])
    s = np.array([(chi.conj()@S@chi).real for S in sig])
    PF = Z*al/(1 + gam(Z))*r**(2*gam(Z) - 2)*np.exp(-2*Z*r)
    assert np.allclose(cur, -2*PF*np.cross(rv/r, s), rtol=0, atol=1e-12*PF)

# ---- angular grid; 2x2 matrix of the perturbation in the doublet, tilted field
ct, wt = np.polynomial.legendre.leggauss(12)
ph = np.arange(12)*2*np.pi/12
CT, PH = [u.ravel() for u in np.meshgrid(ct, ph, indexing='ij')]
W = np.repeat(wt, 12)*2*np.pi/12
ST = np.sqrt(1 - CT**2)
n = np.array([ST*np.cos(PH), ST*np.sin(PH), CT])
SN = np.einsum('kp,kij->ijp', n, sig)
Bv = np.array([0.3, -0.5, 0.7])
for Z in (1, 50, 100):
    x, w = roots_genlaguerre(8, 2*gam(Z))
    U = np.concatenate([np.repeat(np.eye(2)[:, :, None], len(W), 2),
                        1j*Z*al/(1 + gam(Z))*SN])
    op = c/2*np.einsum('pk,kij->ijp', np.cross(Bv, n.T), alpha4)
    S2 = np.einsum('iap,ibp,p->ab', U.conj(), U, W)*w.sum()
    M2 = np.einsum('iap,ijp,jbp,p->ab', U.conj(), op, U, W)*(w@x)/(2*Z)
    assert np.allclose(S2, S2[0, 0]*np.eye(2))
    assert np.allclose(M2/S2[0, 0], g_breit(Z)/4*np.tensordot(Bv, sig, 1), rtol=0, atol=1e-11)

# ---- orthonormal basis x^p exp(-x/2) L_k^(2p)(x), x = 2 lam r, for both components
NB, NQ = 24, 60
def lag(p, x):
    nk = [np.exp(0.5*(gammaln(k+1) - gammaln(k+2*p+1))) for k in range(NB)]
    L = np.array([nk[k]*eval_genlaguerre(k, 2*p, x) for k in range(NB)])
    dL = np.array([0*x] + [-nk[k]*eval_genlaguerre(k-1, 2*p+1, x) for k in range(1, NB)])
    return L, (p - x/2)*L + x*dL

def radial_H(Z, kap, mu=0.0):
    # psi = (P Om, i Q (-sigma_n Om))/r, energy minus c^2, V = -Z exp(-mu r)/r
    lam = 1.3*Z; p = gam(Z, kap); x, w = roots_genlaguerre(NQ, 2*p - 1)
    L, G = lag(p, x)
    D = 2*lam*(L*w)@G.T
    assert np.abs(D + D.T).max() < 1e-9*lam
    K = D + kap*2*lam*(L*w)@L.T
    V = -Z*2*lam*(L*w*np.exp(-mu*x/(2*lam)))@L.T
    return np.block([[V, c*K.T], [c*K, V - 2*c*c*np.eye(NB)]])

def r_mat(Z, k1, k2):
    p1, p2 = gam(Z, k1), gam(Z, k2); x, w = roots_genlaguerre(NQ, p1 + p2 + 1)
    return (lag(p1, x)[0]*w)@lag(p2, x)[0].T/(2*1.3*Z)

def ground(Z, mu=0.0):
    ev, vec = np.linalg.eigh(radial_H(Z, -1, mu))
    i = np.argmax(ev > -c*c); P, F = vec[:NB, i], -vec[NB:, i]
    return ev[i], vec[:, i], P@r_mat(Z, -1, -1)@F, P@P - F@F   # eps, vector, I, <beta>

for Z in (1, 10, 50, 100):
    eps, _, I, b = ground(Z)
    assert abs(eps - (gam(Z) - 1)*c*c) < 1e-8*Z*Z
    assert abs(8*c/3*I - g_breit(Z)) < 1e-8 and abs(b - gam(Z)) < 1e-8
    dens = lambda t, q: t**(2*gam(Z) + q)*np.exp(-2*t)
    rm = quad(dens, 0, 40, args=(1,))[0]/quad(dens, 0, 40, args=(0,))[0]/Z
    assert abs(rm*2*Z/(2*gam(Z) + 1) - 1) < 1e-7

# ---- screened potentials: <beta> relation and kinetic-energy relation
epsY, _, IY, bY = ground(50, 10.0)
gY, gYb, gYE = 8*c/3*IY, 2/3*(1 + 2*bY), 2/3*(1 + 2*(1 + epsY/c**2))
assert abs(gY - gYb) < 1e-7 and abs(gY - gYE) > 1e-3
Zs, mus = 2, 0.5; lam = 1.3*Zs
x, w = roots_genlaguerre(NQ, 0); L, G = lag(1.0, x)
T = 2*lam**2*(G*w)@G.T
v = np.linalg.eigh(T - Zs*2*lam*(L*w*x*np.exp(-mus*x/(2*lam)))@L.T)[1][:, 0]
Tm = v@T@v; gS = 8*c/3*ground(Zs, mus)[2]
assert abs((2 - gS)/(4/3*al**2*Tm) - 1) < 1e-3      # neglected terms ~ (Z al)^2

# ---- full diagonalisation in a finite field along z
def Y(l, m):
    if abs(m) > l: return 0j*CT
    k = abs(m)
    y = np.sqrt((2*l+1)/(4*np.pi)*factorial(l-k)/factorial(l+k))*lpmv(k, l, CT)*np.exp(1j*k*PH)
    return y if m >= 0 else (-1)**k*y.conj()

def Om(kap, m):
    l = kap if kap > 0 else -kap - 1
    u, d = np.sqrt((l+m+0.5)/(2*l+1)), np.sqrt((l-m+0.5)/(2*l+1))
    a1, a2 = (u, d) if kap < 0 else (-d, u)
    return np.array([a1*Y(l, int(round(m-0.5))), a2*Y(l, int(round(m+0.5)))])

low = lambda o: -np.einsum('ijp,jp->ip', SN, o)
NXS = np.einsum('p,ij->ijp', n[0], sig[1]) - np.einsum('p,ij->ijp', n[1], sig[0])
ang = lambda u, v: np.einsum('ip,ijp,jp,p->', u.conj(), NXS, v, W)
kaps = (-1, 2, -3, 4, -5)
for k in kaps:
    for m in (0.5, -0.5):
        assert abs(abs(np.sum(Om(-k, m).conj()*low(Om(k, m))*W)) - 1) < 1e-12

def level(Z, B, m):
    nb = 2*NB; H = np.zeros((nb*len(kaps),)*2, complex)
    for i, ka in enumerate(kaps):
        H[i*nb:(i+1)*nb, i*nb:(i+1)*nb] += radial_H(Z, ka)
        for j, kb in enumerate(kaps):
            R = c*B/2*r_mat(Z, ka, kb); oa, ob = Om(ka, m), Om(kb, m)
            H[i*nb:i*nb+NB, j*nb+NB:(j+1)*nb] += 1j*ang(oa, low(ob))*R
            H[i*nb+NB:(i+1)*nb, j*nb:j*nb+NB] += -1j*ang(low(oa), ob)*R
    assert np.abs(H - H.conj().T).max() < 1e-6
    ev, vec = np.linalg.eigh(H)
    return ev[np.argmax(np.abs(ground(Z)[1]@vec[:nb]))]

Zf, B1, B2 = 50, 10.0, 20.0
E = {(B, m): level(Zf, B, m) for B in (B1, B2) for m in (0.5, -0.5)}
ga = {B: (E[B, 0.5] - E[B, -0.5])/(B/2) for B in (B1, B2)}
sh = {B: (E[B, 0.5] + E[B, -0.5])/2 - ground(Zf)[0] for B in (B1, B2)}
g_ex = (4*ga[B1] - ga[B2])/3
ratio = (ga[B2] - g_breit(Zf))/(ga[B1] - g_breit(Zf))
assert abs(g_ex - g_breit(Zf)) < 1e-7               # remainder of order B^4
assert abs(ratio - 4) < 0.1 and abs(sh[B2]/sh[B1] - 4) < 0.02
assert abs(level(Zf, -B1, -0.5) - E[B1, 0.5]) < 1e-7

# ---- series
t = sp.symbols('t')
ser = sp.series(sp.Rational(2, 3)*(1 + 2*sp.sqrt(1 - t**2)), t, 0, 8).removeO()
assert sp.expand(ser - (2 - 2*t**2/3 - t**4/6 - t**6/12)) == 0

# ---- output
print(f"alpha = {al:.10e}, c = {c:.7f} a.u.")
print(f"unit of B = {B_unit:.6e} T; 1 T = {1/B_unit:.6e} a.u.")
print(f"1 hartree = {Eh_GHz:.6e} GHz")
print("series of g in t = Z alpha:", ser)
for Z in (1, 10, 50):
    x = Z*al; g = g_breit(Z); dE = g/2/B_unit
    print(f"Z={Z}: Z alpha = {x:.9f}, gamma = {gam(Z):.10f}")
    print(f"Z={Z}: a = {x/(1+gam(Z)):.9f}, <r> = {(2*gam(Z)+1)/(2*Z):.9f} bohr")
    print(f"Z={Z}: E - c^2 = {(gam(Z)-1)*c*c:.7f} hartree")
    print(f"Z={Z}: I formula = {al*(2*gam(Z)+1)/4:.9e} bohr, basis = {ground(Z)[2]:.9e} bohr")
    print(f"Z={Z}: g = {g:.10f}, 2 - g = {2-g:.6e}")
    print(f"Z={Z}: (2/3)(Za)^2 = {2/3*x**2:.6e}, (Za)^4/6 = {x**4/6:.6e}")
    print(f"Z={Z}: g to (Za)^2 = {2-2/3*x**2:.10f}, to (Za)^4 = {2-2/3*x**2-x**4/6:.10f}")
    print(f"Z={Z}: splitting at 1 T = {dE:.7e} hartree = {dE*Eh_GHz:.6f} GHz")
    print(f"Z={Z}: B/Z^2 at 1 T = {1/B_unit/Z**2:.3e}")
for B in (B1, B2):
    print(f"Z={Zf}, B={B:.0f} a.u.: B/Z^2 = {B/Zf**2:.4f}, apparent g = {ga[B]:.9f}")
    print(f"Z={Zf}, B={B:.0f} a.u.: g error = {ga[B]-g_breit(Zf):.3e}, common shift = {sh[B]:.6e} hartree")
print(f"extrapolated g = {g_ex:.9f}; error ratio = {ratio:.3f}; shift ratio = {sh[B2]/sh[B1]:.4f}")
print(f"g error / ((Za)^2 (B/Z^2)^2) = {(ga[B1]-g_breit(Zf))/((Zf*al*B1/Zf**2)**2):.3f}")
print(f"Yukawa Z=50, mu=10 /bohr: E - c^2 = {epsY:.5f} hartree, <beta> = {bY:.8f}")
print(f"  g from I = {gY:.8f}, from <beta> = {gYb:.8f}, with E/c^2 instead = {gYE:.8f}")
print(f"Yukawa Z={Zs}, mu={mus} /bohr: <T> = {Tm:.6f} hartree")
print(f"  2 - g = {2-gS:.5e}, (4/3) alpha^2 <T> = {4/3*al**2*Tm:.5e}")
print(f"alpha/pi = {al/np.pi:.6e}; equals (2/3)(Za)^2 at Z = {np.sqrt(1.5/(np.pi*al)):.3f}")
print("PASS")
```

It prints:

```
alpha = 7.2973525643e-03, c = 137.0359992 a.u.
unit of B = 2.350518e+05 T; 1 T = 4.254382e-06 a.u.
1 hartree = 6.579684e+06 GHz
series of g in t = Z alpha: -t**6/12 - t**4/6 - 2*t**2/3 + 2
Z=1: Z alpha = 0.007297353, gamma = 0.9999733740
Z=1: a = 0.003648725, <r> = 1.499973374 bohr
Z=1: E - c^2 = -0.5000067 hartree
Z=1: I formula = 5.472917273e-03 bohr, basis = 5.472917273e-03 bohr
Z=1: g = 1.9999644986, 2 - g = 3.550138e-05
Z=1: (2/3)(Za)^2 = 3.550090e-05, (Za)^4/6 = 4.726178e-10
Z=1: g to (Za)^2 = 1.9999644991, to (Za)^4 = 1.9999644986
Z=1: splitting at 1 T = 4.2543066e-06 hartree = 27.991993 GHz
Z=1: B/Z^2 at 1 T = 4.254e-06
Z=10: Z alpha = 0.072973526, gamma = 0.9973338782
Z=10: a = 0.036535467, <r> = 0.149733388 bohr
Z=10: E - c^2 = -50.0667420 hartree
Z=10: I formula = 5.463286608e-03 bohr, basis = 5.463286608e-03 bohr
Z=10: g = 1.9964451709, 2 - g = 3.554829e-03
Z=10: (2/3)(Za)^2 = 3.550090e-03, (Za)^4/6 = 4.726178e-06
Z=10: g to (Za)^2 = 1.9964499097, to (Za)^4 = 1.9964451835
Z=10: splitting at 1 T = 4.2468204e-06 hartree = 27.942736 GHz
Z=10: B/Z^2 at 1 T = 4.254e-08
Z=50: Z alpha = 0.364867628, gamma = 0.9310594041
Z=50: a = 0.188946869, <r> = 0.028621188 bohr
Z=50: E - c^2 = -1294.6261491 hartree
Z=50: I formula = 5.221472506e-03 bohr, basis = 5.221472506e-03 bohr
Z=50: g = 1.9080792054, 2 - g = 9.192079e-02
Z=50: (2/3)(Za)^2 = 8.875226e-02, (Za)^4/6 = 2.953861e-03
Z=50: g to (Za)^2 = 1.9112477426, to (Za)^4 = 1.9082938814
Z=50: splitting at 1 T = 4.0588491e-06 hartree = 26.705944 GHz
Z=50: B/Z^2 at 1 T = 1.702e-09
Z=50, B=10 a.u.: B/Z^2 = 0.0040, apparent g = 1.908076699
Z=50, B=10 a.u.: g error = -2.506e-06, common shift = 8.259306e-03 hartree
Z=50, B=20 a.u.: B/Z^2 = 0.0080, apparent g = 1.908069181
Z=50, B=20 a.u.: g error = -1.002e-05, common shift = 3.303538e-02 hartree
extrapolated g = 1.908079205; error ratio = 4.000; shift ratio = 3.9998
g error / ((Za)^2 (B/Z^2)^2) = -1.177
Yukawa Z=50, mu=10 /bohr: E - c^2 = -858.81911 hartree, <beta> = 0.93415989
  g from I = 1.91221319, from <beta> = 1.91221319, with E/c^2 instead = 1.93902229
Yukawa Z=2, mu=0.5 /bohr: <T> = 1.854897 hartree
  2 - g = 1.31709e-04, (4/3) alpha^2 <T> = 1.31701e-04
alpha/pi = 2.322819e-03; equals (2/3)(Za)^2 at Z = 8.089
PASS
```
